# Thickness Reduction of a Distant-Gate Capacitor by a Wigner Crystal

A layer holding $10^{11}$ electrons per cm$^2$ lies 50 nm from a metal gate. If its electrons are treated as a classical triangular crystal in an isotropic host, the capacitance is 8.0 % above the geometric value, as if the plates were 46.3 nm apart. No plate has moved. The missing 3.7 nm comes from the energy of the crystal, and depends only on the electron density as long as the gate is distant.

## Setting and statement

Let $n$ be the number of electrons per area and $u(n)$ the energy per area. The assumptions are these.

- The electrons are point charges at rest at zero temperature, on a triangular lattice whose spacing follows $n$ freely. There is no disorder and no locking to a moiré lattice.
- The gate is an ideal metal plane at distance $d$. A uniform isotropic host of permittivity $\varepsilon$ fills the space on both sides of the electron layer.

The algebra uses Gaussian atomic units, rescaled so that $e^2/\varepsilon=1$. Moving one electron from gate to layer costs $eV=u'(n)+\text{const}$, where the constant holds work functions and band edges. The differential capacitance per area is therefore
$$\frac{C}{A}=e\frac{dn}{dV}=\frac{e^2}{u''(n)}=\frac{\varepsilon}{u''(n)} .$$
Define the effective thickness $d^*$ by $C/A=\varepsilon/(4\pi d^*)$, the formula for two uniform plates. Then
$$d^*=\frac{u''(n)}{4\pi}.\tag{1}$$

**Theorem.** Let $\mathbf G$ be the reciprocal lattice vectors, $g=G/\sqrt n$ their density-free lengths, and $t=2gd\sqrt n$. Then
$$u=2\pi d\,n^2-\eta\,n^{3/2}-\pi n^2\sum_{\mathbf G\ne0}\frac{e^{-2Gd}}{G},\tag{2}$$
$$d^*=d-\frac{3\eta}{16\pi}\frac1{\sqrt n}-\frac1{16\sqrt n}\sum_{\mathbf g\neq0}\frac{(3-5t+t^2)e^{-t}}{g},\tag{3}$$
with $\eta=1.960516$ and $3\eta/16\pi=0.11701$. The last term is exponentially small when $2g_1d\sqrt n\gg1$, where $g_1=6.752$ is the shortest $g$. For such a distant gate, $d^*=d-0.117\,n^{-1/2}$.

## Lemma 1: energy with image charges

$$u=\frac n2\left\{\sum_{\mathbf R\ne0}\left[\frac1R-\frac1{\sqrt{R^2+h^2}}\right]-\frac1h\right\},\qquad h=2d.\tag{4}$$

*Proof.* The potential of a charge near a grounded plane is its own Coulomb potential plus that of an opposite image, which lies a distance $2d$ from the electron layer. The energy of charges near a grounded conductor is half the sum of charge times potential; the conductor, at zero potential, adds nothing. An electron thus has energy $\frac12[1/R-1/\sqrt{R^2+h^2}]$ from each other electron and its image, and $-\frac12(1/h)$ from its own image. Multiplying by $n$ gives (4). The bracket falls as $h^2/(2R^3)$, so the planar sum converges. $\square$

## Lemma 2: separating capacitor and crystal

Equation (4) equals (2), with
$$\eta=2-\sum_{\boldsymbol\rho\neq0}\frac{\operatorname{erfc}(\sqrt\pi\rho)}{\rho},\tag{5}$$
where $\boldsymbol\rho$ runs over the triangular lattice of unit density.

*Proof.* Choose $a>0$ and write $1/R=\operatorname{erfc}(aR)/R+\operatorname{erf}(aR)/R$. The function
$$F(r)=\frac{\operatorname{erf}(ar)}r-\frac1{\sqrt{r^2+h^2}}$$
is smooth, with $F(0)=2a/\sqrt\pi-1/h$. Adding and subtracting its value at the origin turns the brace in (4) into
$$S=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(aR)}R+\sum_{\text{all }\mathbf R}F(R)-\frac{2a}{\sqrt\pi}.$$
The two terms $1/h$ have cancelled. Since $F$ falls as $r^{-3}$, Poisson summation applies: $\sum_{\mathbf R}F(R)=n\sum_{\mathbf G}\hat F(G)$, with $\hat F(q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}F$.

Two transforms are needed. For the first, use $\operatorname{erf}(ar)/r=(2/\sqrt\pi)\int_0^a ds\,e^{-s^2r^2}$. The Gaussian transforms to $(\pi/s^2)e^{-q^2/4s^2}$, and the substitution $w=q/2s$, for which $ds/s^2=-(2/q)\,dw$, gives
$$2\sqrt\pi\int_0^a\frac{ds}{s^2}e^{-q^2/4s^2}=\frac{4\sqrt\pi}{q}\int_{q/2a}^\infty dw\,e^{-w^2}=\frac{2\pi}{q}\operatorname{erfc}\frac q{2a}.$$
For the second, the potential of a unit charge at height $z$ obeys $(\partial_z^2-q^2)\phi=-4\pi\delta(z)$. Its decaying solution is $\phi=Be^{-q|z|}$; the slope jumps by $-2qB=-4\pi$, so $B=2\pi/q$. At $z=h$ the transform is $(2\pi/q)e^{-qh}$. Hence
$$\hat F(q)=\frac{2\pi}q\left[\operatorname{erfc}\frac q{2a}-e^{-qh}\right].$$
At small $q$, $\operatorname{erfc}(q/2a)=1-q/(a\sqrt\pi)+\dots$ and $e^{-qh}=1-qh+\dots$, so $\hat F(0)=2\pi h-2\sqrt\pi/a$. Collecting terms,
$$S=2\pi nh-\frac{2a}{\sqrt\pi}-\frac{2\sqrt\pi\,n}{a}+\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(aR)}R+\sum_{\mathbf G\ne0}\frac{2\pi n}{G}\left[\operatorname{erfc}\frac G{2a}-e^{-Gh}\right].$$

The value of $a$ is free. With $a=\sqrt{\pi n}$ the second and third terms are $-2\sqrt n$ each. Put $R=\rho/\sqrt n$ and $G=g\sqrt n$; every term without $h$ is then $\sqrt n$ times a number, and their sum defines $-2\eta\sqrt n$:
$$-2\eta=-4+\sum_{\boldsymbol\rho\ne0}\frac{\operatorname{erfc}(\sqrt\pi\rho)}\rho+\sum_{\mathbf g\ne0}\frac{2\pi}{g}\operatorname{erfc}\frac{g}{2\sqrt\pi}.$$
In two dimensions the reciprocal of a unit-density lattice is the same lattice turned by $90^\circ$ and enlarged by $2\pi$. Setting $g=2\pi\rho$ shows that the two sums are equal, which gives (5). Finally $u=nS/2$, and $h=2d$ makes the first term $2\pi d n^2$ and the last one $-\pi n^2\sum e^{-2Gd}/G$. $\square$

The number $-\eta\sqrt n$ is also the energy per electron of the crystal in a uniform neutralising background. The background removes the $\mathbf G=0$ part of the long-range potential at an electron, and through the short-range part it adds $-n\int d^2r\,\operatorname{erfc}(ar)/r=-2\sqrt\pi\,n/a$ to that potential, the same term as in $S$. The total potential then averages to zero over the plane, so the uniform background contributes nothing to half the sum of charge times potential, and the energy per electron is half the potential at an electron, $-\eta\sqrt n$. With $r_s=1/\sqrt{\pi n}$ the energy reads $-1.1061/r_s$.

The sum in (5) is only 0.0395, so $\eta$ is close to 2. Direct summation of (4) at $d\sqrt n=2$, with no Ewald splitting, also gives $\eta=1.960516$. A square lattice has $\eta=1.950132$, a less negative energy, but the coefficient of the thickness law would differ by only 0.5 %.

## Proof of the theorem

Equation (2) is Lemma 2. By (1), the capacitor term gives $4\pi d/4\pi=d$. For the crystal term,
$$\mu_{\rm W}=\frac{d}{dn}(-\eta n^{3/2})=-\frac32\eta\sqrt n,\qquad\frac{d\mu_{\rm W}}{dn}=-\frac34\frac{\eta}{\sqrt n}<0,\tag{6}$$
and division by $4\pi$ gives $-3\eta/(16\pi\sqrt n)$.

For the last term set $x=\sqrt n$ and $b=2gd$. Since $n^2/G=n^{3/2}/g$, each summand is $-(\pi/g)f$ with $f=x^3e^{-bx}$. Using $d/dn=(2x)^{-1}d/dx$ twice,
$$f'=\tfrac12(3x-bx^2)e^{-bx},$$
$$f''=\frac1{4x}\left(3-2bx-3bx+b^2x^2\right)e^{-bx}=\frac{(3-5t+t^2)e^{-t}}{4\sqrt n},$$
where $t=bx$. Multiplication by $-\pi/(4\pi g)$ gives the summand in (3). $\square$

**Remark 1 (meaning of the sign).** The inverse compressibility is $n^2d\mu/dn$, and (6) makes its crystal part negative. Each electron keeps its neighbours away, so it is bound to the region of background it has cleared. At higher density that region is smaller and the binding stronger; each added electron is therefore cheaper than a uniform sheet would suggest. This alone does not make the device unstable, because stability of the layer with its gate is decided by the full $u''$, which contains the positive term $4\pi d$.

**Remark 2 (how distant is distant).** The distant-gate law would give $d^*<0$ for $d\sqrt n<0.117$. Direct summation of (4), differentiated numerically, shows where it fails:

| $d\sqrt n$ | $d^*\sqrt n$, direct | distant-gate law |
|---|---|---|
| 0.10 | 0.0256 | −0.0170 |
| 0.25 | 0.1362 | 0.1330 |
| 0.50 | 0.3820 | 0.3830 |
| 1.00 | 0.8830 | 0.8830 |

All these direct values are positive, and they agree with (3) to within $10^{-5}$. The correction changes sign between the second and third rows. For the shortest vectors, $t=13.5\,d\sqrt n$ is 3.4 and 6.8 there, on either side of the root $t=(5+\sqrt{13})/2=4.3$ of $3-5t+t^2$.

In the opposite limit, $d\sqrt n\to0$, an electron and its image form a dipole. The bracket in (4) becomes $2d^2/R^3$, so that, apart from a term linear in $n$,
$$u\to d^2n^{5/2}\sum_{\boldsymbol\rho\ne0}\rho^{-3},\qquad d^*\to\frac{15}{16\pi}\,d^2\sqrt n\sum_{\boldsymbol\rho\ne0}\rho^{-3}>0.$$
The factor $15/16\pi$ is $(5/2)(3/2)/4\pi$. The thickness falls far below $d$ but stays positive.

## Corollary: a uniaxial host

Layered insulators have different permittivities $\varepsilon_\parallel$ in the plane and $\varepsilon_\perp$ across it. With $\lambda=\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$ and a distant gate,
$$d^*=d-\frac{0.117}{\lambda\sqrt n},\qquad\text{where now}\quad\frac CA=\frac{\varepsilon_\perp}{4\pi d^*}.\tag{7}$$

*Proof.* A unit charge obeys $\varepsilon_\parallel\nabla_\parallel^2\phi+\varepsilon_\perp\partial_z^2\phi=-4\pi\delta(\mathbf r_\parallel)\delta(z)$. With $z'=\lambda z$ the left side is $\varepsilon_\parallel$ times the ordinary Laplacian, and $\delta(z)=\lambda\delta(z')$. Hence
$$\phi=\frac{\lambda}{\varepsilon_\parallel}\frac1{\sqrt{R^2+\lambda^2z^2}}=\frac1\kappa\frac1{\sqrt{R^2+\lambda^2z^2}},\qquad\kappa=\sqrt{\varepsilon_\parallel\varepsilon_\perp}.$$
In units with $e^2/\kappa=1$, the theorem's energy holds with $d$ replaced by $\lambda d$, so $u''/4\pi=\lambda d-0.117/\sqrt n$. The capacitance is $e^2/u''=\kappa/u''$, which gives $d^*=(\varepsilon_\perp/\kappa)\,u''/4\pi=u''/(4\pi\lambda)$, that is, (7). $\square$

## Proposition: zero-point motion and heat

Set $\hbar=m=e^2/\kappa=1$, so that lengths are in effective Bohr radii. In the harmonic crystal with an isotropic mass and a distant gate, the zero-point energy adds to $u''/4\pi$ the positive amount
$$\frac{21}{64\pi}\,c\,n^{-1/4},\qquad c=1.920,\tag{8}$$
and heat changes it by at most $3k_BT/(8\pi n)$ in magnitude.

*Proof.* Let $\phi_{ij}=\partial_i\partial_j(1/R)$. For small displacements $\mathbf s$ the linear forces cancel by inversion symmetry, and
$$\ddot s_i(\mathbf R_0)=-\sum_{\mathbf R\ne0}\phi_{ij}(\mathbf R)\,[s_j(\mathbf R_0)-s_j(\mathbf R_0+\mathbf R)].$$
A plane wave makes the squared frequencies eigenvalues of
$$D_{ij}(\mathbf q)=\sum_{\mathbf R\ne0}(1-\cos\mathbf q\cdot\mathbf R)\,\phi_{ij}(\mathbf R).$$
Since $\phi_{ij}$ scales as $R^{-3}\propto n^{3/2}$, all frequencies scale as $n^{3/4}$. Half their sum over the two branches, averaged over the Brillouin zone, is $c\,n^{3/4}$ per electron; a $24\times24$ mesh gives $c=1.920$, with every squared frequency positive. The energy per area is $c\,n^{7/4}$, whose second derivative is $\frac74\cdot\frac34\,c\,n^{-1/4}$. Division by $4\pi$ gives (8).

The gate's effect on the vibrations has been dropped. It matters for $q\lesssim1/2d$, a fraction $\pi(1/2d)^2/(4\pi^2n)=1/(16\pi d^2n)$ of the zone.

For heat, the thermal free energy of one mode is $f=k_BT\ln(1-e^{-y})$ with $y=\omega/k_BT\propto n^{3/4}$. Let $A=y/(e^y-1)$. Then $df/dn=\frac34k_BTA/n$, and
$$\frac{d(nf)}{dn}=f+\tfrac34k_BTA,\qquad\frac{d^2(nf)}{dn^2}=\frac{k_BT}{n}\left[\tfrac34A+\tfrac9{16}\,y\frac{dA}{dy}\right].$$
Since $A$ decreases from 1 to 0, the bracket is at most $\frac34$. Also $y\,dA/dy=A-[(y/2)/\sinh(y/2)]^2\ge A-1$, so the bracket is at least $-\frac9{16}$. Its magnitude never exceeds $\frac34$; two modes per electron and division by $4\pi$ give the bound. $\square$

Relative to the static reduction, the zero-point term is
$$\frac{\frac{21}{16}c\,n^{-1/4}}{\frac34\eta\,n^{-1/2}}=\frac{7c}{4\eta}\,n^{1/4}=\frac{7c}{4\eta\,\pi^{1/4}}\frac1{\sqrt{r_s}}\simeq\frac{1.29}{\sqrt{r_s}}.\tag{9}$$
At zero temperature the classical law is thus a low-density law with slowly vanishing corrections. At a fixed temperature the density cannot be lowered indefinitely, because the ratio of Coulomb to thermal energy, $\sqrt{\pi n}/k_BT$, falls with the density until the crystal melts.

## The example in numbers

Take $n=10^{11}$ cm$^{-2}$ and $d=50$ nm, with the isotropic permittivity 4.95. Then $1/\sqrt n=31.62$ nm, and
$$0.11701\times31.62\ \text{nm}=3.70\ \text{nm}=37.0\ \text{Å}.$$
The effective thickness is $50-3.70=46.30$ nm. At fixed density and gate distance, the capacitance rises from 0.0877 to 0.0947 µF/cm$^2$, by the factor $50/46.30=1.080$. The crystal energy is −0.0180 eV per electron, and its chemical potential is $\frac32$ of that, −0.0271 eV. Since $\mu_{\rm W}\propto\sqrt n$, the slope is $\mu_{\rm W}/2n=-13.5$ eV nm$^2$. Here $d\sqrt n=1.58$, and the finite gate distance changes $d^*$ by less than $10^{-6}$ nm.

These parameters lie in the regime of a MoSe$_2$ monolayer in hexagonal boron nitride, for which an electron mass of 0.7 free-electron masses and permittivities of about 7 in plane and 3.5 across are rough typical values. Their geometric mean is the 4.95 used above, so the in-plane interaction is unchanged when anisotropy is restored. Two of the stated assumptions fail noticeably; a third correction, from the polarizability of the monolayer, is sized further below:

- *Isotropy.* Here $1/\lambda=0.707$, and the static reduction falls from 3.70 to 2.62 nm.
- *Electrons at rest.* The effective Bohr radius is 0.374 nm and $r_s=47.7$. By (9) zero-point motion removes 18.6 % of the reduction, or 0.69 nm in the isotropic model.

Together they leave $(3.70-0.69)\times0.707=2.13$ nm. The estimate for the layered host is then $d^*\approx47.9$ nm, a capacitance gain of about 4.4 % over the geometric value of the same host, instead of 8.0 %, before the polarizability of the monolayer is counted.

Heat matters much less. At 0.5 K it changes $d^*$ by at most 0.018 nm in the isotropic model. The Coulomb energy $\sqrt{\pi n}$ is 378 times $k_BT$, whereas a classical crystal melts at a ratio of very roughly 130; quantum melting is expected at $r_s$ of very roughly 30. The gate field is 0.052 MV/cm, far below the breakdown field of boron nitride, which is of the order of several MV/cm. For an assumed barrier of 1 eV and tunnelling mass of half the free-electron mass, lowering the whole barrier by the 0.26 V bias still leaves a tunnelling factor of about $e^{-312}$.

Anharmonic motion, disorder, the polarizability of the monolayer and the screening length of a real gate are not included. The polarizability is not negligible. A sheet with screening length $r_0$ changes the in-plane interaction $2\pi/\kappa q$ into $2\pi/[q(\kappa+r_0q)]$, which weakens the repulsion at short range, while the $\mathbf G=0$ capacitor term stays as it was. To leading order this adds $\pi r_0n^2/\kappa^2$ to $u$ (with $e=1$) and $r_0/2\varepsilon_\parallel$ to $d^*$. For assumed values $r_0=3$ to 5 nm the full shift is 0.2 to 0.3 nm, which lowers the reduction to 1.8–1.9 nm and the gain to about 3.7–4.0 %. The shift is nearly independent of density. The rough material values alone make the first decimal of 2.13 nm uncertain: an out-of-plane permittivity of 3.8 instead of 3.5 gives 2.21 nm, and an electron mass of 0.5 instead of 0.7 free-electron masses gives 2.04 nm, with $r_s=34$, close to quantum melting. A crystal locked to a moiré lattice lies outside the theorem: its spacing cannot follow $n$, and an energy gap for adding charge makes $\mu$ jump.

**Remark 3 (separating the effect from the gate distance).** A reduction of 2 nm is hard to tell from an error in $d$ at a single density. If $d$ and any gate offset are independent of density, the slope of $d^*$ against $y=n^{-1/2}$ removes them. With $d^*=d-\alpha y+\beta\sqrt y$, where $\beta\sqrt y$ is the zero-point term, the slope is
$$\frac{dd^*}{dy}=-\alpha\left(1-\frac12\,\frac{\beta\sqrt y}{\alpha y}\right).$$
Zero-point motion lowers its magnitude by half the ratio (9), about 9 % at the example's density. This use of the slope requires electrons not locked to a moiré lattice, a distant gate and disorder too weak to affect $d\mu/dn$ over the density range used. It does not test for crystalline order. At such $r_s$ the energy of the correlated electron liquid is very close to that of the crystal, and published Monte Carlo fits for the liquid give a reduction and a slope within about 1 % of the harmonic-crystal values.

The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
eta, triangular lattice: 1.960516
eta, square lattice: 1.950132
eta from direct image sum: 1.960516
energy coefficient eta/sqrt(pi), times 1/r_s: 1.106103
thickness coefficient 3 eta/(16 pi): 0.117010
shortest reciprocal vector / sqrt(n): 6.7517
d*sqrt(n) | d_eff*sqrt(n) direct | distant-gate law
  0.10 | 0.02560 | -0.01701
  0.25 | 0.13620 | 0.13299
  0.50 | 0.38200 | 0.38299
  1.00 | 0.88298 | 0.88299
  2.00 | 1.88299 | 1.88299
zero-point coefficient c (reduced units): 1.9201
zero-point coefficient, times r_s^(-3/2): 0.8137
density: 1.0e+11 cm^-2
gate distance d: 50.0 nm
effective mass: 0.70 m_e
permittivity in plane, out of plane: 7.0, 3.5
isotropic-model permittivity: 4.950
temperature: 0.50 K
length 1/sqrt(n): 31.62 nm
lattice constant: 33.98 nm
effective Bohr radius: 0.3742 nm
r_s: 47.7
crystal energy per electron: -0.01804 eV
crystal chemical potential: -0.02705 eV
crystal dmu/dn: -13.527 eV nm^2
thickness reduction: 3.700 nm = 37.00 angstrom
effective thickness, isotropic model: 46.300 nm
geometric capacitance: 0.08765 uF/cm^2
capacitance with crystal: 0.09466 uF/cm^2
capacitance increase: 7.99 %
finite-gate change of d_eff: -3.3e-07 nm
zero-point change of d_eff: +0.690 nm
zero-point change / reduction: 18.6 %
thermal change of d_eff, at most: 0.0177 nm
Coulomb/thermal energy ratio: 378
anisotropy factor on reduction: 0.7071
static reduction, uniaxial host: 2.616 nm
reduction, uniaxial + zero-point: 2.129 nm
effective thickness, combined: 47.871 nm
gate field (uniaxial host): 0.0517 MV/cm
electrostatic gate bias: 0.259 V
assumed barrier, barrier mass: 1.0 eV, 0.5 m_e
tunnelling exponent, lowest barrier: 312
```
